# Why CIS and linear-response TDDFT turn a conical intersection into a seam of the wrong dimension

Take water with one O–H bond stretched to a length $r$ and the molecule bent by a small angle $\beta$ from linearity. In full configuration interaction (FCI) the two lowest singlets that are even under reflection in the molecular plane touch at one point of the $(r,\beta)$ plane near linear H–O–H (the collinear O–H–H arrangement has a separate touching point, not treated here). The gap opens linearly in every direction, and the derivative coupling diverges, which is what drives a trajectory from the upper surface to the lower one. Configuration interaction singles (CIS) and the Tamm-Dancoff approximation (TDA) to TDDFT give, near linearity, a curve of zero gap instead. The excitation energy changes sign across the curve and the coupling stays finite on it, so dynamics that stays on the same closed-shell reference meets crossings where the exact states are separated, and meets them without the divergent coupling.

Brillouin's theorem is half of the cause. It says that the reference does not couple to single excitations, but exact eigenstates do not couple to each other either, and they form cones. The other half is that the reference stays smooth through the crossing. Hartree atomic units are used throughout; the Hamiltonian is real and the reference is a real closed-shell determinant.

## Two conditions in the exact theory

Let two exact states of the same symmetry be degenerate at the geometry $\mathbf R_0$, and hold their coefficient vectors fixed in an orthonormal basis that depends smoothly on the $N$ internal coordinates. To first order in $\delta\mathbf R$ the Hamiltonian in these two vectors is, up to a multiple of the unit matrix,

$$H=\begin{pmatrix}-\Delta/2&V\\V&\Delta/2\end{pmatrix},\qquad \Delta=\mathbf g\cdot\delta\mathbf R,\quad V=\mathbf h\cdot\delta\mathbf R .$$

The eigenvalues are $\pm\gamma/2$ with $\gamma^2=\Delta^2+4V^2$. Zero gap needs $\Delta=0$ and $V=0$, so for independent $\mathbf g$ and $\mathbf h$ the seam has dimension $N-2$ and the branching space, where the gap opens linearly, is the plane they span. With $\Delta=\gamma\cos\varphi$ and $2V=\gamma\sin\varphi$ the lower eigenvector is $(\cos\frac\varphi2,-\sin\frac\varphi2)$, which changes sign when $\varphi$ grows by $2\pi$ round the point.

Define $d=\langle\Psi_1|\partial\Psi_0\rangle$. Differentiating $H\Psi_0=E_0\Psi_0$ and projecting on $\Psi_1$ gives $\langle\Psi_1|\partial H|\Psi_0\rangle+E_1d=E_0d$, so $d=-\langle\Psi_1|\partial H|\Psi_0\rangle/(E_1-E_0)$. For any method, then, the product $h_{\rm eff}=-(E_1-E_0)\,d$ measures the coupling that is left at a crossing. On a cone, with $\Psi_1=(\sin\frac\varphi2,\cos\frac\varphi2)$ and $\nabla H$ taken from the matrix above, it equals $\mathbf h\cos\varphi-\frac12\mathbf g\sin\varphi$, which is nonzero for every direction of approach when $\mathbf g$ and $\mathbf h$ are independent.

## Two electrons in two orbitals

Take fixed real orthonormal orbitals $\chi_1,\chi_2$, a one-electron matrix $u$ that depends on two coordinates $x,y$ measured in energy units, and constant two-electron integrals:

$$u=\begin{pmatrix}-x/2&y\\y&x/2\end{pmatrix},\qquad (pq|rs)=J\delta_{pq}\delta_{rs}+K(\delta_{pr}\delta_{qs}+\delta_{ps}\delta_{qr}),\quad K\ge0 .$$

Thus $(11|11)=(22|22)=J+2K$, $(11|22)=J$, $(12|12)=K$ and $(11|12)=(22|12)=0$. A tensor built from Kronecker deltas keeps its form under a real rotation, so these values hold for the rotated orbitals $\phi_1=\cos\theta\,\chi_1+\sin\theta\,\chi_2$ and $\phi_2=-\sin\theta\,\chi_1+\cos\theta\,\chi_2$. Put $x=\rho\cos\alpha$, $2y=\rho\sin\alpha$, so that $\rho=\sqrt{x^2+4y^2}$. Multiplying out in the rotated basis,

$$u'_{11}=-\tfrac x2\cos2\theta+y\sin2\theta=-\tfrac\rho2\cos(2\theta+\alpha)=-u'_{22},$$
$$u'_{12}=\tfrac x2\sin2\theta+y\cos2\theta=\tfrac\rho2\sin(2\theta+\alpha).$$

The three singlets have the spatial parts $\Phi_0=\phi_1\phi_1$, $\Phi_1=(\phi_1\phi_2+\phi_2\phi_1)/\sqrt2$ and $\Phi_2=\phi_2\phi_2$. Integrating $u(1)+u(2)+1/r_{12}$ between these products gives

$$H_{00}=2u'_{11}+J+2K,\quad H_{11}=u'_{11}+u'_{22}+J+K,\quad H_{22}=2u'_{22}+J+2K,\quad H_{02}=K,$$
$$H_{01}=\tfrac{2}{\sqrt2}\,[u'_{12}+(21|11)]=\sqrt2F_{12},\qquad H_{12}=\sqrt2\,[u'_{12}+(12|22)]=\sqrt2u'_{12}.$$

Here $F_{12}=u'_{12}+2(21|11)-(21|11)$ is the occupied-virtual Fock element, equal to $u'_{12}$ in this model.

**The reference.** Turn the occupied orbital further, $\phi_1\to\cos t\,\phi_1+\sin t\,\phi_2$. The product becomes $\cos^2t\,\Phi_0+\sqrt2\sin t\cos t\,\Phi_1+\sin^2t\,\Phi_2$. To second order its energy is $(1-2t^2)H_{00}+2\sqrt2\,tH_{01}+2t^2H_{11}+2t^2H_{02}$, that is

$$E=E_0+4tF_{12}+2t^2(A+B),\qquad A=H_{11}-H_{00},\quad B=H_{02}.$$

Stationarity is $F_{12}=0$, which is $H_{01}=0$: Brillouin's theorem. The minimum is $\theta=-\alpha/2$, where $u'_{11}=-\rho/2$, and so

$$A=\rho-K,\qquad B=K,\qquad A+B=\rho .$$

For the imaginary rotation $\phi_1\to\cos\tau\,\phi_1+i\sin\tau\,\phi_2$ the coefficients are $\cos^2\tau$, $i\sqrt2\sin\tau\cos\tau$ and $-\sin^2\tau$. The linear term cancels against its complex conjugate and the $H_{02}$ term changes sign, so $E=E_0+2\tau^2(A-B)$ with $A-B=\rho-2K$.

**The CIS gap.** In the space of $\Phi_0$ and $\Phi_1$ the Hamiltonian is diagonal at every $(x,y)$, so the excitation energy is the signed number

$$\omega=A=\sqrt{x^2+4y^2}-K .$$

It vanishes on the ellipse $\rho=K$, a curve in a two-dimensional space, and is negative inside. The ellipse does not pass through $\rho=0$, the only point where the curvature $A+B$ vanishes and $\theta$ is undefined. The gap closes where $A=0$, the reference becomes singular where $A+B=0$, and $B$ keeps the two places apart.

**The exact gap.** At $\theta=-\alpha/2$ both $H_{01}$ and $H_{12}$ vanish. Hence $\Phi_1$ is an eigenstate with energy $J+K$, while $\Phi_0$ and $\Phi_2$, with diagonal elements $J+2K\mp\rho$ and coupling $K$, give $J+2K\pm\sqrt{\rho^2+K^2}$. The exact gap is $\sqrt{\rho^2+K^2}-K$, zero at the origin only. It exceeds $\omega$ by $\sqrt{\rho^2+K^2}-\rho$, the lowering of the ground state by the double excitation that CIS omits. For $K>0$ the exact touching is quadratic, $\rho^2/2K$ at small $\rho$, so the model isolates the mechanism of the false seam without having an exact cone; the molecule below has one.

With $J=0.5$ and $K=0.1$ Ha, the point $(0.3,0.1)$ has $\rho=\sqrt{0.09+0.04}=0.36056$, $\omega=0.26056$ and exact gap $\sqrt{0.14}-0.1=0.27417$ Ha. The point $(-0.06,0.04)$ has $\rho=0.1$ and lies on the ellipse: $\omega=0$, while the exact gap is $\sqrt{0.02}-0.1=0.04142$ Ha. At $(0.05,0.02)$, $\rho=0.06403$ and $\omega=-0.03597$ Ha against an exact $+0.01874$ Ha.

**Where the coupling goes.** Start at $(K,0)$, where $\theta=0$, and keep the orbitals frozen. Then $u'=u$, so $H_{11}-H_{00}=x-K$, $H_{01}=\sqrt2y$, and the two-state gap is $\sqrt{(x-K)^2+8y^2}$, a cone with coupling $b=\partial H_{01}/\partial y=\sqrt2$. Letting the orbitals relax solves the condition $H_{01}=0$ with $\theta$, for any $y$, and no coordinate is spent on it. What remains at $x=K$ is $\omega=\sqrt{K^2+4y^2}-K\approx2y^2/K$, second order in $y$.

Since $\partial\phi_1=\phi_2\,\partial\theta$, we have $\partial\Phi_0=\sqrt2\,\Phi_1\,\partial\theta$. On the axis $y=0$, $x>0$, the relation $\tan\alpha=2y/x$ gives $\partial\alpha/\partial y=2/x$, so $\partial\theta/\partial y=-1/x$ and

$$d_y=-\frac{\sqrt2}{x}=-\frac{b}{A+B},\qquad h_{\rm eff}=-\omega d_y=b\,\frac{A}{A+B}=\sqrt2\,\frac{x-K}{x}.$$

The denominator of $d$ is the orbital curvature, not the gap. For $K=0.1$ at $x=0.101$, $\omega=0.001$ Ha, $|d_y|=1.41421/0.101=14.00$ Ha$^{-1}$ and $|h_{\rm eff}|=0.0140$.

**The limit $K=0$.** Brillouin's theorem still holds, yet $B=0$, the ellipse shrinks to the origin, and $\omega=\rho$ equals the exact gap (0.06403 Ha at $(0.05,0.02)$), linear in both directions. At $x=0.001$ the gap is again 0.001 Ha, but $|d_y|=1414.21$ Ha$^{-1}$ and $|h_{\rm eff}|=1.41421=b$. The two-dimensional branching is restored because the reference itself is singular at the degeneracy. This limit is a three-state touching (energies $J-\rho$, $J$, $J+\rho$), and $\Phi_0$ keeps its sign round the origin because $\phi_1$ enters twice. For small $K>0$ the surface $\rho-K$ looks like a cone from distances $\rho\gg K$; the wrong dimension shows at $|d_y\,y|\ll1$, that is $|y|\ll K/\sqrt2$.

## Full linear response

Write the rotating determinant as $\Phi_0+z\Phi_1+\dots$ with $z=\sqrt2\,t=p+iq$. The second-order energy is $p^2(A+B)+q^2(A-B)$; a term $pq$ is excluded because complex conjugation, $q\to-q$, leaves the energy unchanged. The time-dependent variational principle uses $L=i\langle\Psi|\dot\Psi\rangle-E$. Here $iz^*\dot z=q\dot p-p\dot q+\frac i2\frac{d}{dt}(p^2+q^2)$, and the total derivative drops out. Varying $p$ gives $-2\dot q-2(A+B)p=0$ and varying $q$ gives $2\dot p-2(A-B)q=0$, so

$$\ddot p=-(A-B)(A+B)\,p,\qquad \Omega^2=\text{eigenvalue of }(A-B)(A+B).$$

The same steps hold for vectors $p,q$ and symmetric matrices $A,B$, and for adiabatic TDDFT with the Kohn-Sham energy as $E$. Dropping $B$ gives $\Omega=\omega$, the CIS or TDA value. In the model $\Omega^2=\rho(\rho-2K)$: $0.36056\times0.16056=0.05789$ Ha² at $(0.3,0.1)$ and $0.1\times(-0.1)=-0.01$ Ha² on the CIS ellipse. Coming from large $\rho$, the zero is again a curve, $\rho=2K$, met before the CIS curve. Near it $\Omega\approx\sqrt{2K(\rho-2K)}$, with infinite slope outside and imaginary values inside.

## Many orbitals, Hartree-Fock and Kohn-Sham

Let $i,j$ label occupied and $a,b$ virtual orbitals, expanded in the Löwdin-orthogonalized atomic basis, which is smooth in $\mathbf R$. With $D$ the projector on the occupied orbitals and $n(\mathbf r)=2D(\mathbf r,\mathbf r)$,

$$E=2\sum u_{pq}D_{qp}+2\sum(pq|rs)D_{qp}D_{sr}-c\sum(pq|rs)D_{sp}D_{qr}+E_{xc}[n],$$

where $c=1$, $E_{xc}=0$ for Hartree-Fock and $c=0$ for the LDA. Rotate $\phi_i\to\phi_i+\sum_at_{ia}\phi_a-\frac12\sum_{ja}t_{ia}t^*_{ja}\phi_j$, the last term keeping orthonormality to second order. The first-order change of $D$ has elements $D^{(1)}_{ai}=t_{ia}$ and $D^{(1)}_{ia}=t^*_{ia}$; the second-order change has $D^{(2)}_{ab}=\sum_it_{ia}t^*_{ib}$ and $D^{(2)}_{ji}=-\sum_at_{ia}t^*_{ja}$. The Fock matrix is defined by $\delta E=2\,\mathrm{tr}(F\,\delta D)$. The first order is therefore $4\sum F_{ia}\,\mathrm{Re}\,t_{ia}$, and $D^{(2)}$ contributes $2t^\dagger\Lambda t$ with $\Lambda_{ia,jb}=\delta_{ij}F_{ab}-\delta_{ab}F_{ij}$.

The terms quadratic in $D^{(1)}$ remain. For real $t$ each $D^{(1)}$ has two equal elements, so the Coulomb term is $2\cdot2^2(ia|jb)t_{ia}t_{jb}$. The four index choices in the exchange term give $(ib|ja)$ twice and $(ij|ab)$ twice. The density change is $\delta n=4\sum t_{ia}\phi_i\phi_a$, so $\frac12\int f_{xc}\,\delta n^2=8(ia|f_{xc}|jb)t_{ia}t_{jb}$, with $f_{xc}$ the second derivative of the LDA energy density with respect to $n$. For $t=i\tau$ the two elements have opposite sign: $\delta n=0$, the Coulomb and $f_{xc}$ terms vanish, the $(ib|ja)$ choices carry $(\pm i)^2=-1$ and the $(ij|ab)$ choices carry $i\cdot(-i)=+1$. Writing the second orders as $2t^T(A+B)t$ and $2\tau^T(A-B)\tau$,

$$A+B=\Lambda+4(ia|jb)+4(ia|f_{xc}|jb)-c\,[(ij|ab)+(ib|ja)],$$
$$A-B=\Lambda-c\,[(ij|ab)-(ib|ja)].$$

For Hartree-Fock the half-sum $A$ is the part of the second-order energy that is blind to the overall phase of $t$. As in the model, that part is $\langle\Phi_{ia}|H-E_0|\Phi_{jb}\rangle$ between singlet singles, since the term linking $\Phi_0$ to the doubles carries $tt$ and changes sign. Matching the linear terms of $\Phi_0+\sqrt2\sum t_{ia}\Phi_{ia}$ gives $\langle\Phi_{ia}|H|\Phi_0\rangle=\sqrt2F_{ia}$, zero at self-consistency. In TDDFT no such matrix element is defined, but the structure is the same: a ground energy from $F_{ia}=0$, and excitation energies from $A$ and $B$.

Let $AX=\omega X$, $X^TX=1$, with $\omega$ the lowest eigenvalue within one spatial symmetry. Assume that at a point with $\omega=0$ the matrix $A+B$ is nonsingular, $\omega$ is simple and $\nabla\omega\neq0$. The stationarity condition is $\partial E/\partial t=4F+4(A+B)t+\dots=0$. Its Jacobian in $t$ is invertible, so the implicit function theorem gives a smooth solution $t(\mathbf R)$, and differentiating along a coordinate $R$ gives

$$\partial_Rt=-(A+B)^{-1}F^R,$$

with $F^R$ the derivative of $F_{ia}$ at frozen orbital coefficients. Then $A(\mathbf R)$ is smooth, and so is its simple eigenvalue. The degeneracy is the one equation $\omega(\mathbf R)=0$: the seam has dimension $N-1$ and the branching space is the line along $\nabla\omega$. With $\Psi_1=\sum X_{ia}\Phi_{ia}$, $\partial_R\Phi_0=\sqrt2\sum\Phi_{ia}\,\partial_Rt_{ia}$ and $b=\sqrt2F^R$,

$$d=-X^T(A+B)^{-1}b,\qquad h_{\rm eff}=\omega\,X^T(A+B)^{-1}b\;\to\;0 .$$

The motion of the basis functions adds a bounded term to $d$, which is omitted here and which the factor $\omega$ removes at the crossing. For the TDA, $d$ refers to auxiliary determinants of Kohn-Sham orbitals. If $B=0$, then $X^TA^{-1}=X^T/\omega$ and $h_{\rm eff}=X^Tb$, as in the model at $K=0$.

Since $\omega=\frac12X^T(A+B)X+\frac12X^T(A-B)X$, a reference stable against both real and imaginary rotations has $\omega>0$. At $\omega=0$ with $A+B$ positive definite, $X^T(A-B)X=-X^T(A+B)X<0$: the crossing occurs only on a reference that is already unstable towards complex orbitals. For full response write $A+B=LL^T$. Then $L^T[(A-B)LL^T]L^{-T}=L^T(A-B)L$, so the $\Omega^2$ are eigenvalues of a smooth symmetric matrix, which by Sylvester's law of inertia has as many negative eigenvalues as $A-B$. The lowest $\Omega^2$ crosses zero where $A-B$ turns singular. This is one condition, and on a path that starts from a stable reference and keeps $A+B$ positive it is met before $\omega=0$. For the LDA $A-B=\Lambda$, whose eigenvalues are the differences $\varepsilon_a-\varepsilon_i$, so full response fails where the Kohn-Sham gap closes, and the TDA crossing lies on a solution with an empty orbital below a filled one.

The argument ends where its assumptions do: at a singular $A+B$, at a degenerate $\omega$, or when the calculation leaves the real closed-shell branch for a complex or unrestricted one. It says nothing against cones between two excited CIS states, which are eigenvectors of the same matrix $A$, with no constraint removing their off-diagonal element.

## Water near linearity

The molecule is H–O–H in the STO-3G basis with one bond fixed at 1.8 bohr, and the states are A′ singlets; a triatomic is always planar, so the A″ partner of the Π state never mixes in. At $\beta=0$ the $\Sigma^+$ and Π states cross along $r$, and the bend couples them. The basis is minimal and the LDA (Slater exchange, VWN5 correlation) uses a coarse unpruned grid, so the digits serve to compare formulas within this level of theory and do not describe real water. In 6-31G and cc-pVDZ the CIS crossing found below moves from 2.98 to 3.46 and 3.41 bohr, the TDHF zero from 2.82 to about 3.30 and 3.26 bohr, the lowest eigenvalue of $A+B$ at the crossing from 0.028 to 0.013 and 0.010 Ha, and $\omega/\beta^2$ from 5.8 to 10.9 and 18.1 Ha/rad²; $A+B$ stays positive at the crossing and the TDHF zero stays ahead of the CIS one.

FCI crosses at $r^*=2.592$ bohr (1.372 Å) with $g=-0.27962$ Ha/bohr and $|h|=0.17934$ Ha/rad. The cone formula gives $2\times0.17934\times0.001=3.587\times10^{-4}$ Ha at $\beta=0.001$; diagonalization gives $3.5868\times10^{-4}$, and $7.1735\times10^{-4}$ Ha at $\beta=0.002$. The latter is also the minimum over $r$ near $r^*$ at that angle, so no nearby stretch closes the gap. At $r^*-0.001$ bohr, $|h|/\gamma=0.17934/(0.27962\times0.001)=641$ rad$^{-1}$ against 641.8 from wavefunction overlaps, and 321.1 at twice the distance. The ground state returns with sign $-1$ round a loop.

CIS crosses at $r^*=2.976$ bohr (1.575 Å), with slopes $-0.18190$ and $-0.18176$ Ha/bohr on the two sides, so $\omega$ passes through zero without a kink. The lowest eigenvalue of $A+B$ is 0.02823 Ha, and $X^T(A\pm B)X=\pm0.02824$ Ha. At $r^*$ the bend gives $\omega=5.83\times10^{-6}$ and $2.33\times10^{-5}$ Ha for $\beta=0.001$ and $0.002$, a factor of 4. With the mean slope 0.18183 Ha/bohr, a stretch of $5.8267\times10^{-6}/0.18183=3.20\times10^{-5}$ bohr should cancel the first, and the zero is found at $3.21\times10^{-5}$ bohr: the seam survives bending. The coupling, without the basis-motion term, is $|d|=6.248$ rad$^{-1}$ at $r^*$, close to the one-mode estimate $|X^Tb|/X^T(A+B)X=0.17620/0.02824=6.24$, which treats $X$ as an eigenvector of $A+B$ so that $X^T(A+B)^{-1}\approx X^T/X^T(A+B)X$. The product $|\omega d|$ halves, from $2.25\times10^{-3}$ to $1.13\times10^{-3}$ Ha/rad, when the distance to $r^*$ is halved from 0.002 to 0.001 bohr. With orbitals frozen at $r^*$, diagonalizing $H$ in the reference and singles at $\beta=0.001$ gives a gap of $3.524\times10^{-4}$ Ha, equal to $2\times0.17620\times0.001$. The cone is present in that space and relaxation removes it. The values of $|d|$ and $|X^Tb|$, and with them the slope of this frozen-orbital cone, refer to a bend that moves the hydrogen of the stretched bond. Moving the other hydrogen differs by a rigid rotation, which frozen Löwdin coefficients do not follow, and gives $|d|=5.706$ rad$^{-1}$ and $|X^Tb|=0.16329$ Ha/rad (2.732 in place of 3.258 rad$^{-1}$ for the LDA below), while the CIS $\omega$ is unchanged. The omitted basis-motion term lowers the CIS $|d|$ by about 0.1 rad$^{-1}$. The condition $|d|\beta\ll1$, that is $\beta\ll1/6.248=0.16$ rad, is only an upper bound on the range of the quadratic law. At $r^*$ the ratio $\omega/\beta^2$ falls from 5.83 to 5.56 Ha/rad² at $\beta=0.02$ and 4.96 at $\beta=0.04$. The zero is still present at $\beta=0.02$, shifted by 0.0145 bohr, but at $\beta=0.06$ a scan in steps of 0.04 bohr out to $r^*+0.40$ bohr finds none (smallest $\omega$ 0.014 Ha): in this basis and range of $r$ the seam is confined to a few degrees from linearity.

TDA-LDA crosses at 2.803 bohr (1.483 Å) with orbital gap $-0.0517$ Ha, lowest eigenvalue of $A+B$ 0.0507 Ha, and $|d|=3.258$ rad$^{-1}$; the one-mode estimate $0.16398/0.05119=3.20$ is 2% below that value. The gap is again quadratic in $\beta$, but $\omega=-9.9\times10^{-8}$ Ha at $\beta=0.001$: opposite in sign to CIS and about 60 times smaller, although $|d|$ is smaller by only a factor of 2. The model's $2y^2/K$ does not carry over to the molecule: for CIS, where no grid enters, its one-mode analogue $|X^Tb|^2/X^T(A+B)X=0.17620^2/0.02824=1.10$ Ha/rad² (0.94 if the other hydrogen is moved) falls well short of the computed $\omega/\beta^2=5.83$ Ha/rad². The small LDA value is not a grid artefact: finer grids give $\omega/\beta^2=-0.095$ Ha/rad², about 4% smaller in size, and leave the crossing point, the orbital gap and the lowest eigenvalue of $A+B$ unchanged at the digits shown. Its origin was not examined.

Full response reaches zero earlier in both cases: TDHF at $r_0=2.821$ bohr (1.493 Å), where the CIS value is still 0.0298 Ha, and TDLDA at 2.563 bohr (1.356 Å), where the Kohn-Sham gap vanishes and the TDA value is 0.0562 Ha. For TDHF the slope $d\Omega^2/dr=-1.1615\times10^{-2}$ Ha²/bohr gives $|\Omega|=\sqrt{1.1615\times10^{-5}}=3.41\times10^{-3}$ Ha at 0.001 bohr from $r_0$. The unreduced response matrix gives $3.415\times10^{-3}$ Ha before $r_0$, $3.401\times10^{-3}\,i$ Ha after it, and $6.87\times10^{-3}$ Ha at four times the distance, the doubling of a square root. At $\beta=0.002$ the zeros persist, shifted by $2.6\times10^{-5}$ bohr in TDHF and $3.2\times10^{-6}$ bohr in TDLDA. The numerical check that follows tests the Hessians against finite differences of the energy, the Hartree-Fock matrix elements against the determinant Hamiltonian, and the signed formula for $d$ against wavefunction overlaps.

## Computed results

```
model: (11|22)=0.5 Ha, (11|11)=0.5+2K; x,y,K,rho,w,gap in Ha, w2 in Ha^2
K=0.1 x=0.3 y=0.1: rho=0.36056 wCIS=0.26056 w2TDHF=0.05789 exact=0.27417
K=0.1 x=-0.06 y=0.04: rho=0.10000 wCIS=-0.00000 w2TDHF=-0.01000 exact=0.04142
K=0.1 x=0.05 y=0.02: rho=0.06403 wCIS=-0.03597 w2TDHF=-0.00871 exact=0.01874
K=0.0 x=0.05 y=0.02: rho=0.06403 wCIS=0.06403 w2TDHF=0.00410 exact=0.06403
K=0.1 x=0.101 y=0: w=0.00100 Ha |d_y|=14.00 1/Ha |h_y|=0.01400
K=0.0 x=0.001 y=0: w=0.00100 Ha |d_y|=1414.21 1/Ha |h_y|=1.41421
H-O-H STO-3G, fixed bond 1.8 bohr, A-prime singlets
FCI r* = 2.59224 bohr = 1.37175 Angstrom, E = -74.783722 Ha
FCI g = -0.27962 Ha/bohr, |h| = 0.17934 Ha/rad
FCI gap at r*: beta=0.001 3.5868e-04 Ha, beta=0.002 7.1735e-04 Ha
FCI min over r of gap at beta=0.002: 7.1735e-04 Ha; loop sign -1
FCI |d_beta|: r*-0.002 321.1, r*-0.001 641.8 1/rad
CIS r* = 2.97558 bohr = 1.57461 Angstrom, E0 = -74.644180 Ha
CIS dw/dr left -0.18190, right -0.18176 Ha/bohr; orbital gap 0.39452 Ha
CIS min eig(A+B) 0.02823, X(A+B)X 0.02824, X(A-B)X -0.02824 Ha
CIS w at r*: beta=0.001 5.8267e-06 Ha, beta=0.002 2.3298e-05 Ha
CIS seam shift: beta=0.001 3.2057e-05, beta=0.002 1.2833e-04 bohr
CIS |d_beta|: r* 6.248, r*-0.002 6.175, r*-0.001 6.211 1/rad
CIS |w d|: r*-0.002 2.247e-03, r*-0.001 1.130e-03 Ha/rad
CIS frozen-orbital coupling |X.b| = 0.17620 Ha/rad
max|<single|H|Phi0>|: rotated orbitals 1.1146, SCF at beta=0.001 3e-14 Ha
gap at beta=0.001, orbitals frozen at r*: 3.5241e-04 Ha; 2|X.b|beta 3.5241e-04 Ha
TDHF zero r0 = 2.82148 bohr = 1.49306 Angstrom; CIS w there 0.02983 Ha
TDHF at r0: min eig(A+B) 0.05961, orbital gap 0.43065 Ha
TDHF w: r0-0.004 6.8710e-03, r0-0.001 3.4150e-03, r0+0.001 3.4012e-03i Ha
TDHF dw2/dr -1.1615e-02 Ha^2/bohr; seam shift beta=0.002 2.5611e-05 bohr
TDA-LDA r* = 2.80313 bohr = 1.48335 Angstrom, E0 = -74.501259 Ha
TDA-LDA dw/dr left -0.21030, right -0.21011 Ha/bohr; orbital gap -0.05166 Ha
TDA-LDA min eig(A+B) 0.05069, X(A+B)X 0.05119, X(A-B)X -0.05119 Ha
TDA-LDA w at r*: beta=0.001 -9.8861e-08 Ha, beta=0.002 -3.9499e-07 Ha
TDA-LDA seam shift: beta=0.001 -4.7031e-07, beta=0.002 -1.8791e-06 bohr
TDA-LDA |d_beta|: r* 3.258, r*-0.002 3.235, r*-0.001 3.247 1/rad
TDA-LDA |w d|: r*-0.002 1.361e-03, r*-0.001 6.827e-04 Ha/rad
TDA-LDA frozen-orbital coupling |X.b| = 0.16398 Ha/rad
TDLDA zero r0 = 2.56316 bohr = 1.35636 Angstrom; TDA-LDA w there 0.05618 Ha
TDLDA at r0: min eig(A+B) 0.11124, orbital gap 0.00000 Ha
TDLDA w: r0-0.004 1.0376e-02, r0-0.001 5.1651e-03, r0+0.001 5.1500e-03i Ha
TDLDA dw2/dr -2.6601e-02 Ha^2/bohr; seam shift beta=0.002 3.2306e-06 bohr
```
